# Time averages from before-scattering samples at constant total rate: a numerical check

```python
"""
Result under test: with a constant total scattering rate Gamma (real plus
self-scattering), the plain mean of an observable over the states just before
ALL events equals its steady-state time average; no flight weight is needed.

Model: one-dimensional electron, velocity v, constant acceleration acc.
lam(v) = real scattering rate; g(v) = velocity density after a real event,
proportional to lam times a Maxwellian (detailed balance at zero field).
f(v) = steady density, found by quadrature without Gamma or random numbers.
Internal units: velocity 1e5 m/s, time ps, energy meV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, quad, trapezoid

# Model parameters
mass_ratio, temperature, field_kv_cm = 0.2, 300.0, 10.0
rate_low, rate_rise, energy_scale = 2.0, 8.0, 50.0
mass = mass_ratio * const.m_e
acc = const.e * field_kv_cm * 1e5 / mass * 1e-12 / 1e5
energy_factor = 0.5 * mass * 1e10 / const.e * 1e3   # E = energy_factor*v^2
thermal_energy = const.k * temperature / const.e * 1e3


def energy(v):
    return energy_factor * v * v


def lam(v):
    e = energy(v)
    return rate_low + rate_rise * e / (e + energy_scale)


# Steady density from the Boltzmann equation acc*f' = -lam*f + R*g
grid = np.linspace(-15.0, 40.0, 55001)
rate = lam(grid)
g = rate * np.exp(-energy(grid) / thermal_energy)
g /= trapezoid(g, grid)
g_cdf = cumulative_trapezoid(g, grid, initial=0.0)
g_cdf /= g_cdf[-1]
optical = cumulative_trapezoid(rate / acc, grid, initial=0.0)
f = np.exp(-optical) * cumulative_trapezoid(g * np.exp(optical), grid,
                                            initial=0.0)
f /= trapezoid(f, grid)


def mean_f(values):
    return trapezoid(values * f, grid)


v_ref = mean_f(grid)
e_ref = mean_f(energy(grid))
v2_ref = mean_f(grid**2)
v_std = np.sqrt(v2_ref - v_ref**2)
rate_ref = mean_f(rate)
v_real_ref = mean_f(rate * grid) / rate_ref
e_real_ref = mean_f(rate * energy(grid)) / rate_ref

print(f"effective mass: {mass_ratio:.2f} m0")
print(f"temperature: {temperature:.0f} K; kT: {thermal_energy:.3f} meV")
print(f"field: {field_kv_cm:.1f} kV/cm")
print(f"acceleration: {acc:.4f} x1e5 m/s per ps")
print(f"real rate at E=0: {rate_low:.1f} 1/ps; "
      f"limit at high E: {rate_low + rate_rise:.1f} 1/ps")
print(f"energy scale of the rate: {energy_scale:.1f} meV")
print(f"quadrature mean velocity: {v_ref:.4f} x1e5 m/s")
print(f"quadrature mean energy: {e_ref:.3f} meV")
print(f"quadrature velocity std: {v_std:.4f} x1e5 m/s")
print(f"quadrature rms velocity: {np.sqrt(v2_ref):.4f} x1e5 m/s")
print(f"quadrature mean real rate: {rate_ref:.4f} 1/ps")

# One-flight identities for the nonlinear observable tanh(v), by quadrature
v_start, gamma_test = -0.7, 10.0


def observable(t):
    return np.tanh(v_start + acc * t)


def integral_term(t):
    return gamma_test / acc * np.log(np.cosh(v_start + acc * t)
                                     / np.cosh(v_start))


def flight_mean(function):
    return quad(lambda t: gamma_test * np.exp(-gamma_test * t) * function(t),
                0.0, 5.0, epsabs=1e-11, limit=300)[0]


mean_integral = flight_mean(integral_term)
mean_end = flight_mean(observable)
square_difference = flight_mean(
    lambda t: (integral_term(t) - observable(t))**2)
square_end = flight_mean(lambda t: observable(t)**2)
assert abs(mean_integral - mean_end) < 1e-8
assert abs(square_difference - square_end) < 1e-8
print(f"one flight, A=tanh(v/1e5 m/s), start {v_start:.1f} x1e5 m/s, "
      f"Gamma {gamma_test:.0f} 1/ps:")
print(f"  E[X], E[a]: {mean_integral:.6f}, {mean_end:.6f} (no unit)")
print(f"  E[(X-a)^2], E[a^2]: {square_difference:.6f}, "
      f"{square_end:.6f} (no unit)")

# Monte Carlo: many independent electrons, each with the same flight count
n_electrons, n_burn, n_flights = 20000, 200, 400
print(f"electrons: {n_electrons}; discarded flights each: {n_burn}; "
      f"used flights each: {n_flights}")
rng = np.random.default_rng(20)
v_tol, e_tol = 0.015, 0.6   # over five expected statistical errors


def check(pair, v_expected, e_expected):
    assert abs(pair[0] - v_expected) < v_tol, (pair, v_expected)
    assert abs(pair[1] - e_expected) < e_tol, (pair, e_expected)


for gamma in (10.0, 20.0):
    # Density after an event, then one exponential flight: must return f
    f_after = f + (rate_ref * g - rate * f) / gamma
    assert f_after.min() > -1e-10
    growth = np.exp(gamma * (grid - grid[0]) / acc)
    f_before = gamma / acc * cumulative_trapezoid(
        f_after * growth, grid, initial=0.0) / growth
    density_error = np.max(np.abs(f_before - f)) / f.max()
    assert density_error < 1e-5

    v = np.interp(rng.random(n_electrons), g_cdf, grid)
    total_time = np.zeros(n_electrons)
    v_integral = np.zeros(n_electrons)
    v_sum = np.zeros(n_electrons)
    e_sum = np.zeros(n_electrons)
    e_integral = 0.0
    after, tau_weighted = np.zeros(2), np.zeros(2)
    real_sum, real_weighted = np.zeros(2), np.zeros(2)
    real_count, real_weight = 0, 0.0
    for flight in range(n_burn + n_flights):
        tau = rng.exponential(1.0 / gamma, n_electrons)
        v_end = v + acc * tau
        rate_end = lam(v_end)
        real = rng.random(n_electrons) * gamma < rate_end
        if flight >= n_burn:
            e_end = energy(v_end)
            total_time += tau
            v_integral += v * tau + 0.5 * acc * tau**2
            e_integral += energy_factor * np.sum(
                v * v * tau + v * acc * tau**2 + acc**2 * tau**3 / 3.0)
            v_sum += v_end
            e_sum += e_end
            tau_weighted += [np.dot(tau, v_end), np.dot(tau, e_end)]
            v_r, e_r, w_r = v_end[real], e_end[real], 1.0 / rate_end[real]
            real_count += v_r.size
            real_weight += w_r.sum()
            real_sum += [v_r.sum(), e_r.sum()]
            real_weighted += [np.dot(w_r, v_r), np.dot(w_r, e_r)]
        v = v_end
        v[real] = np.interp(rng.random(np.count_nonzero(real)), g_cdf, grid)
        if flight >= n_burn:
            after += [v.sum(), energy(v).sum()]

    n_events = n_electrons * n_flights
    time_all = total_time.sum()
    before = np.array([v_sum.sum(), e_sum.sum()]) / n_events
    time_average = np.array([v_integral.sum(), e_integral]) / time_all
    after /= n_events
    tau_weighted /= time_all
    real_plain = real_sum / real_count
    real_corrected = real_weighted / real_weight
    v_error = np.std(v_sum / n_flights) / np.sqrt(n_electrons)
    e_error = np.std(e_sum / n_flights) / np.sqrt(n_electrons)

    # Field-induced shifts over one mean flight
    v_shift = acc / gamma
    e_shift = 2.0 * energy_factor * acc * v_ref / gamma
    e_second = 2.0 * energy_factor * (acc / gamma)**2
    after_expected = (v_ref - v_shift, e_ref - e_shift)
    tau_expected = (v_ref + v_shift, e_ref + e_shift + e_second)
    check(before, v_ref, e_ref)
    check(time_average, v_ref, e_ref)
    check(after, *after_expected)
    check(tau_weighted, *tau_expected)
    check(real_plain, v_real_ref, e_real_ref)
    check(real_corrected, v_ref, e_ref)
    assert abs(real_count / n_events - rate_ref / gamma) < 0.003

    # Fluctuation of the two estimators against each other, per electron
    numerator_rms = np.sqrt(np.mean((gamma * v_integral - v_sum)**2)
                            / n_flights)
    difference_rms = np.sqrt(np.mean(
        (v_integral / total_time - v_sum / n_flights)**2))
    difference_expected = v_std / np.sqrt(n_flights)
    assert abs(numerator_rms / np.sqrt(v2_ref) - 1.0) < 0.03
    # the prediction is leading order in 1/n_flights, hence 5 percent
    assert abs(difference_rms / difference_expected - 1.0) < 0.05

    print(f"Gamma = {gamma:.0f} 1/ps; pairs: velocity (1e5 m/s), energy (meV)")
    print(f"  density error / peak of f: {density_error:.1e} (no unit)")
    for label, pair in (
            ("time integral", time_average),
            ("before all events, unweighted", before),
            ("standard error of that mean", (v_error, e_error)),
            ("after all events", after),
            ("after all events, predicted", after_expected),
            ("before, weighted by tau", tau_weighted),
            ("before, weighted by tau, predicted", tau_expected),
            ("before real events, unweighted", real_plain),
            ("before real events, predicted", (v_real_ref, e_real_ref)),
            ("before real events, weight 1/lam", real_corrected)):
        print(f"  {label}: {pair[0]:.4f}, {pair[1]:.3f}")
    print(f"  real fraction of events: {real_count / n_events:.4f}; "
          f"predicted {rate_ref / gamma:.4f} (no unit)")
    print(f"  rms sum(X-a)/sqrt(N): {numerator_rms:.4f} x1e5 m/s")
    print(f"  rms time-minus-sample mean: {difference_rms:.5f}; "
          f"predicted {difference_expected:.5f} x1e5 m/s")

print("success")
```

Running it gives:

```
effective mass: 0.20 m0
temperature: 300 K; kT: 25.852 meV
field: 10.0 kV/cm
acceleration: 8.7941 x1e5 m/s per ps
real rate at E=0: 2.0 1/ps; limit at high E: 10.0 1/ps
energy scale of the rate: 50.0 meV
quadrature mean velocity: 1.3982 x1e5 m/s
quadrature mean energy: 33.992 meV
quadrature velocity std: 2.0059 x1e5 m/s
quadrature rms velocity: 2.4451 x1e5 m/s
quadrature mean real rate: 4.3026 1/ps
one flight, A=tanh(v/1e5 m/s), start -0.7 x1e5 m/s, Gamma 10 1/ps:
  E[X], E[a]: 0.042129, 0.042129 (no unit)
  E[(X-a)^2], E[a^2]: 0.264852, 0.264852 (no unit)
electrons: 20000; discarded flights each: 200; used flights each: 400
Gamma = 10 1/ps; pairs: velocity (1e5 m/s), energy (meV)
  density error / peak of f: 1.3e-07 (no unit)
  time integral: 1.3970, 33.985
  before all events, unweighted: 1.3965, 33.972
  standard error of that mean: 0.0009, 0.022
  after all events: 0.5172, 20.005
  after all events, predicted: 0.5188, 20.010
  before, weighted by tau: 2.2766, 56.772
  before, weighted by tau, predicted: 2.2776, 56.768
  before real events, unweighted: 2.0422, 52.233
  before real events, predicted: 2.0439, 52.245
  before real events, weight 1/lam: 1.3964, 33.973
  real fraction of events: 0.4302; predicted 0.4303 (no unit)
  rms sum(X-a)/sqrt(N): 2.4427 x1e5 m/s
  rms time-minus-sample mean: 0.10001; predicted 0.10029 x1e5 m/s
Gamma = 20 1/ps; pairs: velocity (1e5 m/s), energy (meV)
  density error / peak of f: 4.6e-07 (no unit)
  time integral: 1.3977, 34.003
  before all events, unweighted: 1.3980, 34.009
  standard error of that mean: 0.0015, 0.037
  after all events: 0.9584, 27.022
  after all events, predicted: 0.9585, 27.001
  before, weighted by tau: 1.8374, 43.187
  before, weighted by tau, predicted: 1.8379, 43.181
  before real events, unweighted: 2.0435, 52.257
  before real events, predicted: 2.0439, 52.245
  before real events, weight 1/lam: 1.3972, 33.991
  real fraction of events: 0.2151; predicted 0.2151 (no unit)
  rms sum(X-a)/sqrt(N): 2.4286 x1e5 m/s
  rms time-minus-sample mean: 0.09927; predicted 0.10029 x1e5 m/s
success
```
